\section*{The RPA trace formula and its equivalence to ring coupled-cluster doubles, part 1}

(Sections cited here and not found follow in the second part.)

\section{From electron pairs to a zero-point energy}

\textbf{Q:} You want to obtain the correlation energy of a ground state from a list of excitation energies. Excitation energies are differences between levels. How can they fix the lowest level itself?

\textbf{A:} For a general Hamiltonian they cannot. For coupled harmonic oscillators they fix it relative to the minimum of the oscillator potential, because each oscillator of frequency $\Omega$ has the zero-point energy $\Omega/2$. To measure the energy from the reference determinant instead, one further constant is needed, the trace of a matrix $A$ defined below. The physical assumption is therefore that particle-hole pairs behave as oscillators.

I use Hartree atomic units and real spin orbitals. The reference is a Hartree--Fock determinant with occupied orbitals $i,j$, virtual orbitals $a,b$, orbital energies $\varepsilon_p$ and energy $E_{\rm ref}$. A pair index is $\mu=(i\to a)$, and
\begin{equation}
b_\mu^\dagger=c_a^\dagger c_i,\qquad b_\mu=c_i^\dagger c_a .
\end{equation}
For $\mu=(i\to a)$ and $\nu=(j\to b)$ the fermion rules give
\begin{align}
[b_\mu,b_\nu^\dagger]&=\delta_{ab}c_i^\dagger c_j-\delta_{ij}c_b^\dagger c_a\nonumber\\
&=\delta_{ij}\delta_{ab}-\delta_{ab}c_jc_i^\dagger-\delta_{ij}c_b^\dagger c_a. \label{exactcomm}
\end{align}
The last two operators measure holes and particles already present, and they vanish on the reference. The quasi-boson approximation drops them, so that $[b_\mu,b_\nu^\dagger]=\delta_{\mu\nu}$. The relation $[b_\mu,b_\nu]=0$ holds without approximation.

\textbf{Q:} That gives you bosons, but not yet their Hamiltonian. Where do its matrices come from?

\textbf{A:} Write the electronic Hamiltonian in normal order with respect to the determinant. The full contractions give $E_{\rm ref}$, and the single contractions give the diagonal Fock operator:
\begin{equation}
H=E_{\rm ref}+\sum_p\varepsilon_p\{c_p^\dagger c_p\}
+\frac12\sum_{pqrs}(pq|rs)\{c_p^\dagger c_r^\dagger c_s c_q\}.
\end{equation}
The commutator of the one-body term with $b_\mu^\dagger$ is $D_\mu b_\mu^\dagger$, with $D_\mu=\varepsilon_a-\varepsilon_i$. The boson operator $\sum_\mu D_\mu b_\mu^\dagger b_\mu$ has the same commutator and also vanishes on the reference, so it takes the place of that term.

In the interaction, keep the terms in which both densities $pq$ and $rs$ join an occupied to a virtual orbital. Each density then contributes $b+b^\dagger$. With $K_{\mu\nu}=(ia|jb)$, normal order puts $b^\dagger$ to the left:
\begin{equation}
\frac12\sum_{\mu\nu}K_{\mu\nu}
(b_\mu^\dagger b_\nu^\dagger+b_\mu b_\nu+2b_\mu^\dagger b_\nu).
\end{equation}
The result has the form
\begin{equation}
H=E_{\rm ref}+\sum_{\mu\nu}A_{\mu\nu}b_\mu^\dagger b_\nu
+\frac12\sum_{\mu\nu}B_{\mu\nu}(b_\mu^\dagger b_\nu^\dagger+b_\mu b_\nu), \label{bosonH}
\end{equation}
with $A=D+K$ and $B=K$. This is the direct random-phase approximation (RPA). Exchange and the scattering of particles and holes off one another have been omitted. The algebra below needs less than this special form: $A$ and $B$ may be any real symmetric matrices for which $A+B$ and $A-B$ are positive definite.

\textbf{Q:} Dropping operators from a commutator looks uncontrolled. Is there a fermion problem in which it becomes correct?

\textbf{A:} Take $N$ fermions, each with its own pair of levels separated by $\varepsilon$, and let all of them interact equally:
\begin{equation}
H_N=\varepsilon J_z+\frac{g}{2N}(J_++J_-)^2 .
\end{equation}
Here $J_+$ raises one fermion, summed over all of them, and $J_z=n-N/2$ when $n$ fermions are raised. Put $b=J_-/\sqrt N$. Then
\begin{equation}
[b,b^\dagger]=-\frac{2J_z}{N}=1-\frac{2n}{N}.
\end{equation}
The reference has total spin $J=N/2$, and $H_N$ conserves the total spin. Among the states with this spin,
\begin{equation}
b^\dagger b=\frac{J(J+1)-J_z(J_z-1)}{N}
=n\left(1+\frac{1-n}{N}\right).
\end{equation}
At fixed $n$, both boson rules hold up to terms of order $1/N$. Expanding the square gives
\begin{equation}
\frac g2(b+b^\dagger)^2
=\frac g2\left(b^\dagger b^\dagger+bb+2b^\dagger b+1-\frac{2n}{N}\right).
\end{equation}
The constant $g/2$ belongs to the reference energy. In the limit of large $N$ the low-lying states with $J=N/2$, those with $n\ll N$, form one boson mode with $A=\varepsilon+g$ and $B=g$. States with $n$ comparable to $N$ do not become harmonic. The $N$ pairs have $N-1$ further combinations. All elements of $K$ equal $g/N$, so $K$ has the eigenvalue $g$ once and zero otherwise; these combinations have $A=\varepsilon$ and $B=0$, and pairs are not created in them from the reference. Once we have an energy formula, it can be compared with direct diagonalization of $H_N$.

\textbf{Q:} Equation~\eqref{bosonH} is already normal ordered, and its expectation value in the reference is $E_{\rm ref}$. Where is any zero-point energy?

\textbf{A:} It appears when the operators are put in symmetric order. Let $b$ also denote the column of all $b_\mu$. Since $A$ is symmetric,
\begin{equation}
\sum_{\mu\nu}A_{\mu\nu}b_\mu b_\nu^\dagger
=\sum_{\mu\nu}A_{\mu\nu}b_\nu^\dagger b_\mu+\operatorname{Tr}A
=\sum_{\mu\nu}A_{\mu\nu}b_\mu^\dagger b_\nu+\operatorname{Tr}A .
\end{equation}
Half of the number-conserving term can thus be written with $b$ on the left, at the price of a constant:
\begin{equation}
H-E_{\rm ref}=\frac12(b^\dagger,b)\,\mathcal M
\begin{pmatrix}b\\b^\dagger\end{pmatrix}-\frac12\operatorname{Tr}A,
\quad
\mathcal M=\begin{pmatrix}A&B\\B&A\end{pmatrix}. \label{symmetric}
\end{equation}
If $B=0$, the oscillators have the eigenvalues of $A$ as frequencies, and their zero-point energy $\frac12\operatorname{Tr}A$ is cancelled by the subtraction. What can survive is the change of zero-point energy caused by $B$, which creates and destroys pairs of bosons.

\textbf{Q:} Then find the new frequencies, and show that they are real.

\textbf{A:} Seek operators that create one quantum of a normal mode,
\begin{equation}
Q_n^\dagger=\sum_\mu(X_{\mu n}b_\mu^\dagger-Y_{\mu n}b_\mu),
\qquad [H,Q_n^\dagger]=\Omega_nQ_n^\dagger. \label{modeoperator}
\end{equation}
From \eqref{bosonH},
\begin{align}
[H,b_\mu^\dagger]&=\sum_\nu(A_{\mu\nu}b_\nu^\dagger+B_{\mu\nu}b_\nu),\\
[H,b_\mu]&=-\sum_\nu(A_{\mu\nu}b_\nu+B_{\mu\nu}b_\nu^\dagger).
\end{align}
Comparing the coefficients of $b^\dagger$ and of $b$, with $\Omega$ the diagonal matrix of mode energies, gives
\begin{equation}
AX+BY=X\Omega,\qquad BX+AY=-Y\Omega. \label{modes}
\end{equation}
The sum and difference of these equations are
\begin{align}
(A+B)(X+Y)&=(X-Y)\Omega,\nonumber\\
(A-B)(X-Y)&=(X+Y)\Omega. \label{sumdiff}
\end{align}
Let $S=(A-B)^{1/2}$. The matrix $S(A+B)S$ is symmetric and positive definite. It therefore has an orthogonal eigenvector matrix $Z$ and positive eigenvalues, which I call $\Omega_n^2$ with $\Omega_n>0$. Choose
\begin{equation}
X+Y=SZ\Omega^{-1/2},\qquad X-Y=S^{-1}Z\Omega^{1/2}. \label{construct}
\end{equation}
The second line of \eqref{sumdiff} holds because $S^2S^{-1}Z\Omega^{1/2}=SZ\Omega^{1/2}$. The first holds because
\begin{equation}
(A+B)SZ\Omega^{-1/2}=S^{-1}Z\Omega^2\Omega^{-1/2}=(X-Y)\Omega .
\end{equation}

\textbf{Q:} Are the $Q_n$ again bosons? Otherwise the value $\Omega/2$ has no basis.

\textbf{A:} Equation~\eqref{construct} gives $(X+Y)^T(X-Y)=1$. The symmetric and antisymmetric parts of this equation are
\begin{equation}
X^TX-Y^TY=1,\qquad X^TY=Y^TX. \label{norm}
\end{equation}
These matrices are $[Q_n,Q_m^\dagger]=(X^TX-Y^TY)_{nm}=\delta_{nm}$ and $[Q_n,Q_m]=(Y^TX-X^TY)_{nm}=0$, so the modes are independent bosons. For square matrices the order of the inverse factors can be exchanged, $(X-Y)(X+Y)^T=1$, which gives
\begin{equation}
XX^T-YY^T=1,\qquad XY^T=YX^T. \label{complete}
\end{equation}
With \eqref{complete} the transformation can be inverted:
\begin{equation}
b=XQ+YQ^\dagger,\qquad b^\dagger=YQ+XQ^\dagger. \label{inverse}
\end{equation}
Insert this in \eqref{symmetric}, with $\mathcal V=\begin{pmatrix}X&Y\\Y&X\end{pmatrix}$. Equations \eqref{modes} and \eqref{norm} give
\begin{equation}
\mathcal V^T\mathcal M\mathcal V
=\mathcal V^T\begin{pmatrix}X\Omega&-Y\Omega\\-Y\Omega&X\Omega\end{pmatrix}
=\begin{pmatrix}\Omega&0\\0&\Omega\end{pmatrix}.
\end{equation}
Since $Q_nQ_n^\dagger=Q_n^\dagger Q_n+1$,
\begin{equation}
H-E_{\rm ref}=\sum_n\Omega_n\left(Q_n^\dagger Q_n+\frac12\right)-\frac12\operatorname{Tr}A.
\end{equation}
The operators $Q_n^\dagger Q_n$ have no negative expectation values. The ground state has no quanta, and
\begin{equation}
\boxed{E_c=\frac12\left(\sum_n\Omega_n-\operatorname{Tr}A\right).} \label{trace}
\end{equation}
A normalizable state without quanta does exist; it is constructed in the second half.

\textbf{Q:} Is this energy necessarily negative, and what happens when your positivity condition fails?

\textbf{A:} The boson reference has expectation value zero for $H-E_{\rm ref}$, so the variational principle gives $E_c\le0$. This is a statement about the boson Hamiltonian. It does not make $E_{\rm ref}+E_c$ an upper bound to the energy of the electrons.

For one mode, $\Omega=\sqrt{A^2-B^2}$. At small $B$ the energy is $E_c\simeq-B^2/(4A)$. As $|B|$ approaches $A$, the frequency goes to zero and $E_c$ tends to $-A/2$, while $dE_c/dB=-B/(2\Omega)$ diverges. Beyond that point the frequency is imaginary and the expansion about this reference has no stable oscillator ground state.

The direct kernel with positive gaps does not meet this failure: $A-B=D$ is positive, and $A+B=D+2K$ is positive because $K$ is the Coulomb self-energy matrix of transition densities. Exchange can remove this protection.

\textbf{Q:} Show me numbers for the fermion model.

\textbf{A:} For $\varepsilon=1$ and $g=0.5$ hartree we have $A=1.5$ and $B=0.5$. Then $\Omega=\sqrt{1.5^2-0.5^2}=1.414214$, and
\begin{equation}
E_c=\tfrac12(1.414214-1.5)=-0.042893\ \text{hartree}.
\end{equation}
Diagonalization of the fermion Hamiltonian among the states with $J=N/2$, with the energy measured from that of the reference, gives $-0.042480$ for $N=50$ and $-0.042842$ for $N=400$. The deviation from the boson value falls by a factor $2.00$ between $N=200$ and $N=400$, as a correction proportional to $1/N$ requires.

\textbf{Q:} A molecule has spin and many unequal pairs. Does the formula survive there?

\textbf{A:} For a closed shell, let $v_{\mu\nu}=(ia|jb)$ now contain spatial orbitals. The direct interaction is the same for all four combinations of the pairs $\uparrow\uparrow$ and $\downarrow\downarrow$. The $2\times2$ matrix of ones has eigenvalues 2 and 0, so the singlet combination has $K=2v$ and the triplet has $K=0$. Spin-flip pairs have no direct interaction either. Only the singlet block contributes to the direct energy.

For water in the 6-31G basis, with bonds of 1.81 bohr and an angle of $104.5^\circ$, there are $5\times8=40$ singlet pairs. The computed sums give
\begin{equation}
E_c=\tfrac12(233.530294-233.807182)=-0.138444\ \text{hartree},
\end{equation}
or $-3.767$ eV. This is the direct RPA energy in this small basis, without exchange; it is not the full correlation energy of water. It is also far from converged in the basis: with all electrons correlated, the same formula gives $-0.231$ hartree in cc-pVDZ and $-0.328$ hartree in cc-pVTZ. The digits shown serve only to compare formulas within one basis.

\textbf{Q:} You subtract two numbers above 233 to find one near 0.14. Is there a route that avoids the excitation energies?

\textbf{A:} For the direct kernel, integrate over an imaginary frequency $\omega$. Define $F=[2D/(D^2+\omega^2)]^{1/2}$ and $G=FKF$. Here $S=D^{1/2}$, so the $\Omega_n^2$ are the eigenvalues of $D^2+2D^{1/2}KD^{1/2}$. Therefore
\begin{equation}
\det(1+G)=\prod_n\frac{\Omega_n^2+\omega^2}{D_n^2+\omega^2}.
\end{equation}
For positive $p$ and $q$, $\int_0^\infty\ln[(p^2+\omega^2)/(q^2+\omega^2)]\,d\omega=\pi(p-q)$: both sides vanish at $p=q$ and have the derivative $\pi$ with respect to $p$. Also $\int_0^\infty\operatorname{Tr}G\,d\omega=\pi\operatorname{Tr}K$. Hence
\begin{align}
\frac1{2\pi}\int_0^\infty[\ln\det(1+G)-\operatorname{Tr}G]\,d\omega
&=\frac12\Big(\sum_n\Omega_n-\operatorname{Tr}D-\operatorname{Tr}K\Big)\nonumber\\
&=E_c.
\end{align}
Quadrature of the left side for water, which uses $D$ and $K$ but no $\Omega_n$, gives $-0.138444$ hartree again.

With particle-hole pairs treated as bosons, the correlation energy is half the difference between the sum of the mode energies and $\operatorname{Tr}A$, and for the direct kernel a frequency integral gives the same value without the mode energies. It remains to construct the normalizable state without quanta, to obtain its energy from coupled-cluster amplitudes, and to see what changes when exchange is included.
